\section*{Why ferroelectric grain boundaries conduct below the Curie point}

\section{The failure to be removed}

In a donor-doped ferroelectric ceramic, electrons trapped at a grain boundary repel the mobile electrons beside it. The resulting barrier grows as the permittivity falls. Above the Curie point this gives a resistance that rises with temperature. Below it the permittivity falls again, now on cooling, and the same reasoning predicts a second rise. For the parameters used below, the boundaries would multiply the resistance of the ceramic by $6\times10^{12}$ at 300 K. A low-resistance cold state would not exist.

The missing contribution is the bound charge where the polarizations of two grains do not match. It cannot cancel the trapped charge everywhere: averaged over random domains, it is zero. It opens some patches of the boundary and closes others more firmly. The resistance is low because current uses the open patches, which requires sideways conduction inside the grains. We take the contributions one at a time.

The algebra uses atomic units: $e=1$ and vacuum permittivity $1/4\pi$. Numbers are in engineering units. The boundary lies at $z=0$, with its normal pointing from left to right, and the applied voltage is small.

\section{First contribution: the permittivity}

Take the Landau free energy per volume
\begin{equation}
G=\tfrac12AP^2+\tfrac14bP^4+\tfrac16cP^6,\qquad A=\frac{4\pi}{C}(T-T_0),
\end{equation}
with $b<0$ and $c>0$, a first-order transition. The field is $E=G'(P)$. Since $dP/dE=1/G''$ and the permittivity is large, we drop the vacuum term and write $\varepsilon=4\pi/G''$. Above the transition $P=0$, so $\varepsilon=C/(T-T_0)$.

Below it, the spontaneous polarization $P_s$ satisfies $A+bP_s^2+cP_s^4=0$. The stable root is
\begin{equation}
P_s^2=\frac{-b+\sqrt{b^2-4Ac}}{2c}.
\end{equation}
Eliminating $A$ from the curvature gives
\begin{align}
G''&=A+3bP_s^2+5cP_s^4=2bP_s^2+4cP_s^4\nonumber\\
&=2P_s^2(b+2cP_s^2)=2P_s^2\sqrt{b^2-4Ac}.
\end{align}
Cooling lowers $A$, so both factors grow. The polarization therefore rises while $\varepsilon$ falls: the change that strengthens the barrier comes with a change that can remove it.

The constants $b,c$ follow from the Curie point $T_c$, where the two phases have equal energy. Let $A_c$ and $P_c$ be the values there. The conditions $G=0$ and $G'=0$ read
\begin{equation}
3A_c+\tfrac32bP_c^2+cP_c^4=0,\qquad A_c+bP_c^2+cP_c^4=0.
\end{equation}
Subtraction gives $b=-4A_c/P_c^2$, and then $c=3A_c/P_c^4$.

\section{Second contribution: trapped and bound charge}

Let $N_d$ be the density of ionized donors, $n$ the trapped electrons per area, and $P_L,P_R$ the normal components of spontaneous polarization. Assume that mobile electrons are absent within widths $w_L,w_R$ of the boundary, and that the dielectric responds linearly about its spontaneous state:
\begin{equation}
D=P_{L,R}+\frac{\varepsilon E}{4\pi}.
\end{equation}
Far away $E=0$. In the depleted layers $dD/dz=N_d$, so just left and right of the boundary
\begin{equation}
D_-=P_L+N_dw_L,\qquad D_+=P_R-N_dw_R.
\end{equation}
The trapped electrons impose $D_+-D_-=-n$. Hence
\begin{equation}
N_d(w_L+w_R)=n-\sigma,\qquad \sigma=P_L-P_R.
\label{eq:gauss}
\end{equation}
The polarization enters through its mismatch $\sigma$, which is the bound charge. It is positive when both polarizations point toward the boundary. If they are equal, it vanishes however large they are.

An electron has charge $-1$, so its potential energy obeys $dU/dz=E$. On the left $E=4\pi N_d(z+w_L)/\varepsilon$, and integration up to the boundary gives $2\pi N_dw_L^2/\varepsilon$. The right side must give the same height. With equal permittivities, $w_L=w_R=w=(n-\sigma)/2N_d$, and therefore
\begin{equation}
\phi=\frac{2\pi N_d}{\varepsilon}\frac{(n-\sigma)^2}{4N_d^2}
=\frac{\pi(n-\sigma)^2}{2\varepsilon N_d}\qquad(\sigma<n).
\label{eq:barrier}
\end{equation}
For $\sigma\ge n$ the net boundary charge is not negative. Electrons gather there instead of leaving, and no barrier remains. A small $\varepsilon$ can magnify an uncompensated charge, but it cannot restore a barrier whose charge is gone.

The sharp depletion edge leaves out a tail of mobile electrons. With $u=U/kT$, the full equation is
\begin{equation}
\frac{\varepsilon kT}{4\pi}u''=N_d(1-e^{-u}).
\end{equation}
Multiply by $u'$ and integrate from the interior, where $u=u'=0$:
\begin{equation}
\frac{\varepsilon kT}{8\pi}u'^2=N_d(u-1+e^{-u}).
\end{equation}
By symmetry each side carries half the net charge, so at the boundary $|u'|=2\pi(n-\sigma)/\varepsilon kT$. Inserting this gives
\begin{equation}
u_0-1+e^{-u_0}=\phi/kT.
\end{equation}
A high barrier is thus $\phi+kT$: at fixed boundary charge, the tail adds one $kT$.

\section{Third contribution: traps that empty}

The trapped charge is not fixed. Let $N_s$ be the trap density per area and $\Delta_t$ the depth of the trap level below the Fermi level when the bands are flat. A barrier lifts the traps with the band edge, so
\begin{equation}
n=\frac{N_s}{1+\exp[(\phi-\Delta_t)/kT]},\qquad
\Delta_t=E_t-kT\ln\frac{N_c}{N_d}.
\end{equation}
Here $E_t$ is the trap depth below the band edge and $N_c$ the density of band states, taken as constant. The equation is solved together with \eqref{eq:barrier}. At $\sigma=0$, emptying holds a large barrier near $\Delta_t$. It limits the failure described at the start but does not cure it.

Strongly negative $\sigma$ is different. Bound charge remains after all traps have emptied and can raise the barrier past $\Delta_t$. The numerical model caps the height at 3 eV, a rough stand-in for the gathering of holes. Such patches carry almost no current either way.

\section{From barrier to resistance}

For drift and diffusion with constant mobility, resistance per area is proportional to $\int dz/n_e(z)$, where $n_e=N_de^{-U/kT}$. In the depleted layer $U=\phi(1-|z|/w)^2$. With $s=1-|z|/w$, the resistance relative to flat bands is
\begin{equation}
a(y)=\int_0^1e^{ys^2}ds,\qquad y=\phi/kT.
\end{equation}
For large $y$ the region near $s=1$ dominates. There $s^2\simeq1-2(1-s)$, so $a\simeq e^y/2y$.

As a common reference choose a layer of thickness $2w_0$, with $w_0=N_s/2N_d$. Replacing the flat part of length $2w$ by the barrier gives its resistance factor
\begin{equation}
r=1+\frac{w}{w_0}[a(y)-1].
\end{equation}
If both grains are nearly equipotential, patches conduct in parallel and the boundary factor $F$ obeys $1/F=\langle1/r\rangle$, an area average. For grain size $L$ the ceramic, relative to grain interior at the same temperature, has
\begin{equation}
\frac{R}{R_{\rm grain}}=1+\frac{2w_0}{L}(F-1).
\label{eq:ceramic}
\end{equation}
Averaging conductance is the decisive operation. The mean barrier may be high while the mean conductance is of order one.

\section{How much of the boundary is open?}

Let the polar axes on the two sides be independent and random. The cosine between a random direction and the normal is uniform on $[-1,1]$. Thus $x=\sigma/P_s$ is a difference of two such variables, with density $(2-|x|)/4$ on $[-2,2]$. Its mean is zero, as stated above. With full traps and $t=N_s/P_s\le2$, the open share is
\begin{equation}
f=\int_t^2\frac{2-x}{4}\,dx=\frac{(2-t)^2}{8}.
\label{eq:share}
\end{equation}
Open patches have $r=1$ in this model; their extra electrons are not credited with better conduction. The other patches add some conductance, so $1/F\ge f$ and $F\le1/f$. The exponential has disappeared from this bound. As $t\to0$, half the boundary is open. As $t\to2$, the share vanishes and the bound no longer limits $F$; only partly compensated patches are left to carry the current.

An average over many boundaries could hide some that are wholly closed. In a tetragonal crystal the polarization can point along six directions, $\pm$ each cube axis. The squared components of the normal along these axes sum to one, so the largest has magnitude at least $1/\sqrt3$. Choosing the favourable sign on each side gives
\begin{equation}
\sigma_{\max}\ge\frac{2}{\sqrt3}P_s.
\end{equation}
If $t<2/\sqrt3$ and all pairs of variants meet, each boundary has open patches.

\section{Why the grains must conduct sideways}

Consider a straight column of single-domain grains, insulated from its neighbours. Over $m$ successive boundaries the bound charges telescope:
\begin{equation}
\sum_{i=1}^m(P_{i-1}-P_i)=P_0-P_m\le2P_s.
\end{equation}
If all are open, the sum is at least $mN_s$, hence $m\le2/t$. A longer column must contain a closed boundary. A domain that helps at one end of a grain harms at the other.

In a grain with several domains, current can enter through one patch, move sideways, and leave through another. This assumes that the domain walls are not themselves resistive. Compensation and current redistribution are therefore both needed.

Patches must also be wide enough. A charge pattern of period $\Lambda$ and wave number $k=2\pi/\Lambda$ produces a potential that decays as $e^{-k|z|}$ away from the boundary if the permittivity is isotropic. A larger transverse permittivity makes the decay faster, so patches must then be wider. If $\Lambda/2\pi$ is much smaller than the depletion width, most of the layer sees the average charge, and the barrier returns.

\section{Weighing the contributions in an example}

The following round parameters lie in the rough regime of donor-doped barium titanate thermistors: $C=1.5\times10^5$ K, $T_0=383$ K, $T_c=393$ K and $P_c=18\ \mu$C/cm$^2$; $N_d=2\times10^{18}$ cm$^{-3}$, $N_s=10^{14}$ cm$^{-2}$ and $E_t=1.2$ eV; $N_c=1.56\times10^{22}$ cm$^{-3}$ and $L=10\ \mu$m. The full traps hold $16.02\ \mu$C/cm$^2$, and $w_0=N_s/2N_d=250$ nm (2500 \AA). In the table, $R_0$ is the resistance ratio without bound charge and $R$ the ratio with it. Both use the linear dielectric response, which greatly overstates $R_0$ just below $T_c$, as discussed in the next section.

\begin{center}
\begin{tabular}{rrrrrr}
$T$ (K)&$\varepsilon$&$P_s$ ($\mu$C/cm$^2$)&$\phi_{\sigma=0}$ (eV)&$R_0$&$R$\\
300&284&28.2&0.97&$6\times10^{12}$&1.12\\
380&1206&21.3&0.82&$7\times10^7$&1.13\\
392&3142&18.4&0.36&106&1.12\\
394&13636&0&0.08&1.10&1.10\\
450&2239&0&0.51&909&909\\
480&1546&0&0.69&$2\times10^4$&$2\times10^4$
\end{tabular}
\end{center}

Permittivity acts first. At 450 K the barrier is 0.505 eV with nearly full traps. Scaling it to 300 K at fixed trapped charge gives $0.505\times2239/284=3.98$ eV. Trap emptying reduces this to 0.97 eV, close to $\Delta_t=0.968$ eV. That is still 37.5 times $kT$, so emptying alone leaves an insulator.

Now add bound charge, first with traps held full at 300 K. For $\sigma=10\ \mu$C/cm$^2$, equation \eqref{eq:barrier} gives $3.986(6.02/16.02)^2=0.563$ eV. A numerical Poisson solution with the polarization placed in both grains gives 0.589 eV, higher by the expected $kT=0.026$ eV. At $\sigma=20\ \mu$C/cm$^2$ it gives no barrier. At $\sigma=-4\ \mu$C/cm$^2$ the barrier is 6.2 eV: the wrong sign does harm.

For random domains at 300 K, $t=16.02/28.22=0.568$, so $f=(1.432)^2/8=0.256$. A test with 200\,000 pairs of random vectors gave 0.257. The bound is $F\le3.90$; including partly compensated patches gives $F=3.46$. Equation \eqref{eq:ceramic} becomes
\begin{equation}
R/R_{\rm grain}=1+0.05(3.46-1)=1.12.
\end{equation}
Three quarters of the boundary has a barrier, yet the ceramic loses little conductance.

At 392 K the polarization is smaller: $t=0.870$ and $f=0.160$. The larger permittivity, however, lowers the barriers on partly compensated patches. These opposing changes keep $R$ near 1.1 throughout the ferroelectric range of the table. Above $T_c$ the bound charge is gone and the resistance climbs. At 520 K it has dropped to $1.4\times10^4$: the traps are emptying, so the barrier grows by just 0.04 eV from its 480 K value while $kT$ increases.

Sideways conduction is tested at 300 K with 4000 columns of 20 boundaries. Connected grains have a mean layer factor of 3.49. Isolated columns give about $10^{46}$. The least-blocked columns in the sample dominate this average, so the number is meaningful only as ``blocked''. No column had more than three successive open boundaries, in agreement with $2/t=3.5$.

Patch width was examined by solving Poisson's equation in two dimensions. Stripes with $\sigma=1.2N_s$ alternated with equally wide stripes with $\sigma=0$. At the middle of the compensated stripe the barrier is below 0.001 eV for a 1000 nm period, 0.024 eV for 200 nm and 0.53 eV for 40 nm. Beside such neutral stripes a 100 nm patch thus remains practically open, and a 20 nm patch does not. Neighbours with negative $\sigma$ are harsher: if the stripes alternate between $1.2N_s$ and $-1.2N_s$, the 100 nm patch has a barrier of 0.26 eV, while a 500 nm patch stays open. With neutral neighbours but a transverse permittivity ten times the polar one, the 100 nm patch has a barrier of 0.45 eV. Patches should therefore be several times wider than the uncompensated depletion width, 123 nm per side. In the first pattern the average charge, $0.6N_s$, would give at the 40 nm period $0.4^2\times3.986=0.64$ eV; the pattern's remaining local potential lowers the value at the middle.

\section{What the model leaves out}

\paragraph{Mobile tail.} While the traps stay nearly full, one extra $kT$ multiplies the resistance of a high barrier by about $e$; the numerical ratio at 450 K is 2.72. The entry 909 should then be near 2500. At 300 K emptying traps hold the barrier in place, and the uncompensated resistance rises by only about 4\%. Barriers of a few $kT$ are also affected: the entry 1.10 at 394 K becomes about 1.35. The open patches are unaffected.

\paragraph{Dielectric nonlinearity.} Identifying $D$ with $P$ and using $dD=N_ddz$, the barrier is $\int G'(D)\,dD/N_d$, the Landau energy climbed per donor. This is 0.94 of the linear result for the uncompensated state at 300 K, 0.95 at 450 K, but 0.68 at 394 K. The correction is largest just below $T_c$, where the Landau energy between the two phases is nearly flat. Solved together with the trap filling, the same integral lowers the uncompensated barrier from 0.82 to 0.51 eV at 380 K, and from 0.36 eV to below 0.1 eV at 392 K. With sharp depletion edges the entries for $R_0$ then fall to about $2\times10^4$ and 1.25; with the mobile tail they are about $6\times10^4$ and 1.8, and the barrier at 392 K peaks near 0.12 eV. At 380, 392 and 394 K the integral passes through polarizations where $G''<0$. It assumes that the polarization stays uniform along the boundary there, which domain formation could undo, so these values are estimates. At 300 K the path stays where $G''>0$. The failure described at the start thus belongs to the colder part of the ferroelectric range; at 300 K it remains.

\paragraph{Anisotropy.} The example uses the permittivity along the polar axis, which makes the uncompensated barrier high. Raising $\varepsilon$ tenfold at 300 K, with the other parameters fixed, gives 0.40 eV and still $R_0=8\times10^3$. At $\varepsilon=4000$ the ratio is still about 140. A larger transverse permittivity therefore weakens the barrier greatly but does not replace compensation here.

\paragraph{Tunnelling and crowding.} For a free-electron mass, the exponent for tunnelling from the band bottom is $2w\sqrt{2\phi}$ in atomic units. It equals 1243, against a thermal exponent of 37.5, so direct tunnelling is negligible. At the largest positive mismatch, the linear dielectric estimate lets electrons gather to $2\times10^{21}$ cm$^{-3}$, about 13\% of the band states. The Landau energy lowers this to about $5\times10^{20}$ cm$^{-3}$, or 3\%, at a polarization where $G''<0$. These shares count one state per unit cell, as for very heavy or hopping carriers. For a free-electron mass $N_c$ would be $2.5\times10^{19}$ cm$^{-3}$ and the gathered electrons would be degenerate. A classical treatment is least certain there, but this is not where the resistance arises.

\paragraph{Constriction.} Current must converge on the open patches. For stripes with a 1000 nm period and about the 300 K open share, this adds resistance equal to 592 nm of grain, or 5.9\% of $L$. For isotropic permittivity the 300 K ratio becomes about 1.18; solving for potential and current together in such stripes gives 1.14 to 1.18, depending on the charges of the patches. With a transverse permittivity ten times the polar one and negatively charged neighbours it rises to about 1.5. For a thin boundary with fully open patches, this cost grows in proportion to the domain period. Narrow patches also lose width to depletion from the sides.

\paragraph{Domain response.} At an uncompensated boundary the field points toward the trapped electrons from both sides, and so favours positive $\sigma$. At 300 K its linear estimate is 0.157 MV/cm, comparable to the 0.131 MV/cm at which uniform polarization becomes unstable in the Landau model. The dielectric response is nonlinear at such fields, so this comparison does not prove that domains switch, but it makes rigid random domains doubtful there. Real barium titanate switches by domain-wall motion at a few kV/cm or less, far below either value. We conjecture that domain response enlarges the open share; the calculation does not include it.

\section{Real ceramics and the limits of the mechanism}

Barium titanate has its Curie point near 120 $^\circ$C and a room-temperature polarization of roughly 26 $\mu$C/cm$^2$, so the model's 28 is reasonable. Trap density and depth depend strongly on acceptors and on oxidation during cooling. The values here are illustrative, and the trap density is on the high side. Real boundaries need not sample all variants equally. Among 20\,000 sampled grain pairs with equally represented variants, the smallest open share was 0.083 at 392 K. If every boundary were that poor, $F\le1/0.083=12$ and the ratio would be at most $1+0.05\times11=1.55$, before constriction. Devices may also work at voltages that lower the barriers of the hot state, which this small-voltage model omits.

The condition $t<2/\sqrt3$ can be read as a limit on trap density. At 392 K it is $1.155\times18.4=21.3\ \mu$C/cm$^2$, or $1.3\times10^{14}$ electrons per cm$^2$. Below this value every tetragonal boundary can have open patches, provided that all variant pairs meet, patches are several times wider than the depletion layer, and current can cross between domains. Above $2P_s$, which is $2.3\times10^{14}$ cm$^{-2}$ at the same temperature, no orientation compensates full traps. Grains with a single domain can fail well before either limit, because what one boundary gains the next one loses. The numerical output gives the remaining temperatures and charge values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Curie constant 1.5e+05 K, T0 383 K, Curie point 393 K
polarization at Curie point 18.0 uC/cm2
donors 2e+18 cm^-3, band states 1.56e+22 cm^-3
traps 1e+14 cm^-2 = 16.02 uC/cm2, depth 1.2 eV
grain 10 um, domain period 1000 nm, cap 3.0 eV
full-trap depletion width per side 250 nm = 2500 angstrom
Resistance is relative to grain interior at the same temperature
T(K)  eps  Ps(uC/cm2)  barrier without bound charge(eV)  R without  R with
300     284  28.22   0.969   6.33e+12      1.123
340     448  25.69   0.925   2.49e+10      1.128
380    1206  21.33   0.819   7.01e+07       1.13
392    3142  18.42   0.360        106      1.116
394   13636   0.00   0.083        1.1      1.101
420    4054   0.00   0.279       8.79      8.789
450    2239   0.00   0.505        909      908.6
480    1546   0.00   0.687   2.45e+04   2.45e+04
520    1095   0.00   0.725   1.42e+04  1.418e+04
300 K, traps full: bound charge(uC/cm2), law(eV), Poisson top(eV)
  -4.0   6.2249   6.2507
   0.0   3.9861   4.0119
   5.0   1.8864   1.9122
  10.0   0.5631   0.5889
  20.0   0.0000  -0.0000
kT at 300 K 0.02585 eV; trap below bulk Fermi 0.968 eV
trapped/polarization ratio t: 300 K 0.568, 392 K 0.870
open share at 300 K: formula 0.2564, random vectors 0.2569
open share at 392 K: formula 0.1596
boundary-layer factor 300 K 3.459, upper bound 3.899
least best mismatch, tetragonal variants 1.1547 Ps
smallest open share sampled: 300 K 0.194, 392 K 0.083
longest open run in column 3, allowed 3
layer factor: connected grains 3.489, isolated 1.8e+46
pattern period 1000 nm: barrier mid open patch 0.000 eV
pattern period 200 nm: barrier mid open patch 0.024 eV
pattern period 40 nm: barrier mid open patch 0.532 eV
Neglected effects:
mobile-electron tail, resistance ratio at 450 K 2.72
nonlinear/linear barrier 300 K, 7.90 uC/cm2: 0.944
nonlinear/linear barrier 394 K, 16.02 uC/cm2: 0.676
nonlinear/linear barrier 450 K, 16.02 uC/cm2: 0.947
eps ten times larger, 300 K, no bound charge: 0.399 eV, R 8.35e+03
300 K uncompensated width per side 123.3 nm
tunnelling exponent (free mass) 1243, thermal exponent 37.5
largest accumulation density 2e+21 cm^-3
constriction adds 592 nm = 5.9 % of grain
boundary field 0.157 MV/cm, Landau limit 0.131 MV/cm
\end{verbatim}
